\section*{Mass Transfer to a Rotating Disc at Schmidt Number One}

\section{A uniform stream meeting an absorbing plane}

Let fluid move towards the plane $z=0$ with uniform speed $W$ and pass through it. The fluid carries a dilute species of diffusivity $D$, with concentration $C_\infty$ far away, which the plane removes on arrival, so that $C(0)=0$. The steady balance is
\begin{equation}
-W\frac{dC}{dz}=D\frac{d^2C}{dz^2},\qquad C=C_\infty\left(1-e^{-Wz/D}\right).
\end{equation}
The flux into the plane is $D\,C'(0)=WC_\infty$. The mass-transfer coefficient, defined as flux divided by $C_\infty$, is therefore $k=W$, and the diffusivity has dropped out: all that the stream brings is absorbed.

A solid rotating disc also draws fluid towards itself, because it flings the fluid near its surface outwards. The difference is that the inflow must vanish at the solid surface, so the last part of the journey is made by diffusion. The coefficient then depends on how the diffusion layer compares in thickness with the flow layer, that is, on the Schmidt number $Sc=\nu/D$, where $\nu$ is the kinematic viscosity. At $Sc=1$ we shall find $k=0.396\sqrt{\nu\Omega}$, where $\Omega$ is the angular speed. Levich's formula, the limit for large $Sc$, gives $0.620\sqrt{\nu\Omega}$ if it is extrapolated to $Sc=1$.

\section{Reduction to ordinary differential equations}

Assume an infinite disc, steady laminar axisymmetric flow, constant properties, and fluid at rest far away apart from the induced axial inflow. With $x=z\sqrt{\Omega/\nu}$, write the radial, swirl and axial velocities as
\begin{equation}
u=r\Omega F(x),\quad v=r\Omega G(x),\quad w=\sqrt{\nu\Omega}\,H(x).
\end{equation}
A prime on $F,G,H$ means $d/dx$. Continuity, $u_r+u/r+w_z=0$, becomes $2\Omega F+\Omega H'=0$. The radial momentum equation is
\begin{equation}
uu_r+wu_z-\frac{v^2}{r}=-\frac{p_r}{\rho}+\nu\left(u_{rr}+\frac{u_r}{r}-\frac{u}{r^2}+u_{zz}\right).
\end{equation}
Its left side is $r\Omega^2(F^2+HF'-G^2)$. On the right, $u_{rr}=0$ and $u_r/r-u/r^2=0$, while $\nu u_{zz}=r\Omega^2F''$. The axial equation contains no $r$, so $p_z$ depends on $z$ alone and $p_r$ cannot vary with $z$. Far away $p_r=0$, hence it vanishes everywhere. In the swirl equation, $uv_r+uv/r=2r\Omega^2FG$ and $wv_z=r\Omega^2HG'$. Thus
\begin{align}
H'&=-2F,\label{cont}\\
F''&=F^2-G^2+HF',\label{rad}\\
G''&=2FG+HG',\label{swirl}
\end{align}
with $F(0)=H(0)=0$, $G(0)=1$ and $F,G\to0$ as $x\to\infty$. These are the von K\'arm\'an equations.

If the whole disc absorbs the species, a concentration $C=C_\infty\phi(x)$ satisfies the full transport equation, since its radial derivatives vanish:
\begin{equation}
\phi''=Sc\,H\phi',\qquad \phi(0)=0,\quad\phi(\infty)=1.\label{species}
\end{equation}
Put $E(x)=\int_0^xH\,ds$. Dividing by $\phi'$ and integrating gives $\phi'=\phi'(0)e^{Sc\,E}$. A second integration, from the disc to infinity, gives
\begin{equation}
\frac1{\phi'(0)}=I(Sc)\equiv\int_0^\infty e^{Sc\,E(x)}\,dx.\label{quad}
\end{equation}
The coefficient follows from the wall flux:
\begin{equation}
k=D\sqrt{\frac{\Omega}{\nu}}\,\phi'(0)=K\sqrt{\nu\Omega},\qquad K=\frac{\phi'(0)}{Sc}.
\end{equation}
It is the same at every radius.

\section{The algorithm}

The wall slopes $a=F'(0)$ and $b=G'(0)$ are unknown. Guess them, integrate (\ref{cont})--(\ref{swirl}) to $x=L$, and require $F(L)=G(L)=0$. Newton's method needs the derivatives of these end values with respect to $a$ and $b$. Differentiating the flow equations, with $\delta$ denoting either derivative, gives
\begin{align}
\delta F''&=2F\delta F-2G\delta G+H\delta F'+F'\delta H,\nonumber\\
\delta G''&=2F\delta G+2G\delta F+H\delta G'+G'\delta H,\nonumber\\
\delta H'&=-2\delta F.
\end{align}
At the wall all these quantities are zero except $\delta F'=1$ for the derivative with respect to $a$, or $\delta G'=1$ for that with respect to $b$. The correction solves
\begin{equation}
\begin{pmatrix}\partial_aF&\partial_bF\\ \partial_aG&\partial_bG\end{pmatrix}_{L}
\begin{pmatrix}\Delta a\\ \Delta b\end{pmatrix}=-\begin{pmatrix}F\\G\end{pmatrix}_{L}.
\end{equation}

\begin{enumerate}
\item Start with $a=0.5$, $b=-0.6$ and $L=3$.
\item Integrate the flow and both sensitivity systems, and apply the correction until it is below $10^{-9}$.
\item Use the result as the guess for a longer interval. The lengths are $3,4,5,6,8,10,12,16,20$.
\item With the final slopes, integrate the flow together with $E'=H$ and $I'=e^{Sc\,E}$ from $E=I=0$.
\item Beyond $L$ take $H=H(L)$ and add the tail $e^{Sc\,E(L)}/[-Sc\,H(L)]$ to $I$. Then $K=1/(Sc\,I)$.
\end{enumerate}
The staged lengths keep each guess close to the next solution. The tail matters at small $Sc$, where the concentration layer extends far beyond $L$.

The result is $a=0.51023$, $b=-0.61592$, and a far inflow $H\to-c$ with $c=0.88447$. At $Sc=1$ the quadrature gives
\begin{equation}
\phi'(0)=K=0.39625.
\end{equation}

\section{Error analysis}

\subsection{The finite interval}

Far from the disc $F$ and $G$ are small and $H\simeq-c$, so (\ref{rad}) reduces to $F''=-cF'$, with solution $F=Ae^{-cx}+B$. The true flow has $B=0$. Forcing $F(L)=0$ gives instead $B=-Ae^{-cL}$, and the same holds for $G$. The truncation error should therefore fall roughly as $e^{-cL}$; a slowly varying factor is possible, because a constant $B$ also changes $H$.

The coefficient $K$ at $Sc=1$ shifts by $9.0\times10^{-6}$ between $L=12$ and $L=20$, and by $2.5\times10^{-7}$ between $L=16$ and $L=20$. The ratio of the unrounded shifts is 35.5, close to the estimate $(e^{8c}-1)/(e^{4c}-1)=e^{4c}+1=35.4$. If the decay continues, the truncation error left at $L=20$ is of order $10^{-8}$.

\subsection{How errors in the flow reach the coefficient}

Let the computed inflow be wrong by a small $\delta H$, with integral $\delta E$. At fixed $Sc$, to first order, (\ref{quad}) gives
\begin{equation}
\frac{\delta K}{K}=-\frac{\delta I}{I}=-Sc\,\phi'(0)\int_0^\infty\delta E\,e^{Sc\,E}dx.\label{sens}
\end{equation}
The weight $e^{Sc\,E}$ is the concentration gradient relative to its wall value. Errors in the flow matter where the gradient is still appreciable and are suppressed beyond it. For large $Sc$ this region hugs the wall and $a$ alone sets the leading result. At $Sc=1$ it spans much of the flow layer, and the whole profile $H$ is needed.

\subsection{Independent checks}

Two integral balances test the flow. Since $(HG)'=HG'-2FG$, equation (\ref{swirl}) is $G''=(HG)'+4FG$. Similarly, (\ref{rad}) is $F''=(HF)'+3F^2-G^2$. Integrating from the wall to infinity, where the products $HG$ and $HF$ vanish at both ends, gives
\begin{equation}
-b=4\int_0^\infty FG\,dx,\qquad a=\int_0^\infty(G^2-3F^2)\,dx.
\end{equation}
The first says that the torque on the disc equals the angular momentum carried outwards by the fluid. The computed profiles satisfy both to within $10^{-6}$.

The quadrature is tested by solving (\ref{species}) on a uniform grid:
\begin{equation}
\frac{\phi_{i+1}-2\phi_i+\phi_{i-1}}{h^2}=Sc\,H_i\frac{\phi_{i+1}-\phi_{i-1}}{2h}.
\end{equation}
Both differences have errors of order $h^2$. The wall slope is taken as $(4\phi_1-\phi_2)/(2h)$, whose Taylor expansion is $\phi'(0)-h^2\phi'''(0)/3+O(h^3)$. Here $\phi'''=Sc(H'\phi'+H\phi'')$ vanishes at the wall, so this formula adds no error of order $h^2$. With $h=0.005$ and $L=20$ the result at $Sc=1$ is again $0.39625$.

\section{The Levich limit and its corrections}

For large $Sc$ only small $x$ contributes to (\ref{quad}). From (\ref{rad}), $F''(0)=-1$. Differentiating once more,
\begin{equation}
F'''=2FF'-2GG'+H'F'+HF'',
\end{equation}
so $F'''(0)=-2b$. Hence $F=ax-x^2/2-bx^3/3+\dots$, and integrating $H'=-2F$ twice gives
\begin{align}
H&=-ax^2+\frac{x^3}{3}+\frac{bx^4}{6}+\dots,\\
E&=-\frac{ax^3}{3}+\frac{x^4}{12}+\frac{bx^5}{30}+\dots
\end{align}
Set $x=\ell t$ with $\ell=(3/aSc)^{1/3}$, which turns the leading exponent into $-t^3$. The next exponents, $Sc\,\ell^4t^4/12$ and $Sc\,b\,\ell^5t^5/30$, are of order $Sc^{-1/3}$ and $Sc^{-2/3}$. Expanding the exponential through the second order requires the square of the first of them:
\begin{equation}
I=\ell\int_0^\infty e^{-t^3}\left[1+\frac{Sc\,\ell^4t^4}{12}+\frac{Sc\,b\,\ell^5t^5}{30}+\frac{Sc^2\ell^8t^8}{288}+\dots\right]dt.
\end{equation}
The substitution $s=t^3$ gives $\int_0^\infty t^me^{-t^3}dt=\frac13\Gamma\left(\frac{m+1}{3}\right)$. For $m=0,4,5,8$ the values are $\Gamma(4/3)$, $\Gamma(5/3)/3$, $1/3$ and $2/3$. Therefore
\begin{equation}
K=\frac{K_L}{1+c_1Sc^{-1/3}+c_2Sc^{-2/3}+\dots},\label{series}
\end{equation}
where
\begin{align}
K_L&=\frac{(a/3)^{1/3}}{\Gamma(4/3)}Sc^{-2/3}=0.62045\,Sc^{-2/3},\\
c_1&=\frac{(3/a)^{4/3}\Gamma(5/3)}{36\,\Gamma(4/3)}=0.2980,\\
c_2&=\frac{1}{\Gamma(4/3)}\left[\frac{b(3/a)^{5/3}}{90}+\frac{(3/a)^{8/3}}{432}\right]=0.1451.
\end{align}
$K_L$ is Levich's result. At $Sc=10^4$ the ratio $K_L/K$ from the full quadrature agrees with the three-term divisor to within $3\times10^{-5}$.

\begin{center}
\begin{tabular}{rcc}
$Sc$ & $K$ & $K_L/K$\\ \hline
0.1 & 0.7658 & 3.761\\
1 & 0.3963 & 1.566\\
10 & 0.1134 & 1.179\\
100 & 0.0269 & 1.072\\
1000 & 0.0060 & 1.031
\end{tabular}
\end{center}

At $Sc=1000$, a value typical of liquids, Levich's formula is 3\% above the full result. The error falls slowly, as $Sc^{-1/3}$; by (\ref{series}) it reaches 1\% near $Sc=3\times10^4$. At $Sc=1$ it is 57\%. The three-term formula then gives $0.430$, still 8.5\% too high, since nothing makes its expansion parameter small there.

The cause can be isolated by changing one ingredient. The diffusion thickness at $Sc=1$ is $1/\phi'(0)=2.52$ in units of $\sqrt{\nu/\Omega}$. At that height the true inflow is $H=-0.678$, on its way to levelling off at $-0.884$, whereas the wall parabola $-ax^2$ has reached $-3.25$. Solving (\ref{species}) at $Sc=1$ by the same finite differences, but with the parabola in place of $H$, gives $0.62045$. The whole discrepancy thus comes from an inflow that is too strong away from the wall.

\section{The opposite limit and an upper bound}

The computed $F$ is positive between the wall and the far field, so $H$ falls steadily from 0 to $-c$. Then $E>-cx$ for $x>0$, and (\ref{quad}) gives
\begin{equation}
I>\int_0^\infty e^{-Sc\,cx}dx=\frac1{Sc\,c},\qquad\text{hence}\quad K<c.
\end{equation}
The disc cannot absorb more than the far inflow brings. For a bound on the other side, let $d=\int_0^\infty(H+c)\,dx$, which is finite because $H$ approaches $-c$ exponentially. Then $E\le-cx+d$ and
\begin{equation}
c\,e^{-Sc\,d}\le K<c.
\end{equation}
As $Sc\to0$ the two sides meet and $K\to c$, the uniform stream of the opening case. The diffusion layer is then so thick that the slow region near the wall hardly matters. At $Sc=0.001$ the computed $K$ is $0.8831$, against $c=0.8845$. Levich's expression grows without limit instead, and exceeds the bound when $Sc<(0.62045/c)^{3/2}=0.588$.

\section{A heated disc}

In chemical vapour deposition the disc can be much hotter than the incoming gas. Consider an ideal gas at low Mach number with constant heat capacity, and let the subscript $\infty$ denote the inlet state. Use the density-weighted height and mass flux
\begin{equation}
\eta=\sqrt{\frac{\Omega}{\nu_\infty}}\int_0^z\frac{\rho}{\rho_\infty}dz',\qquad \rho w=\rho_\infty\sqrt{\nu_\infty\Omega}\,H(\eta),
\end{equation}
with $u=r\Omega F(\eta)$ and $v=r\Omega G(\eta)$. Since $\partial_z=(\rho/\rho_\infty)\sqrt{\Omega/\nu_\infty}\,\partial_\eta$, continuity becomes $\rho\Omega(2F+H')=0$, as before. In the radial equation, $\rho wu_z=r\Omega^2\rho HF'$. The viscous term is
\begin{equation}
\partial_z(\mu u_z)=r\Omega^2\rho\,(\mathcal CF')',\qquad \mathcal C=\frac{\rho\mu}{\rho_\infty\mu_\infty}.
\end{equation}
Dividing by $r\Omega^2\rho$ leaves $(\mathcal CF')'=F^2-G^2+HF'$. The swirl equation changes in the same way. Heat and species obey $(\mathcal CT'/Pr)'=HT'$ and $(\mathcal C\phi'/Sc)'=H\phi'$, where $Pr$ is the Prandtl number and $Sc$ is taken as constant.

If $\rho\mu$ is constant, $\mathcal C=1$ and $K$ is unchanged by heating. The molar flux is then $K\sqrt{\nu\Omega}\,n$ times the species mole fraction, where $n$ is the molar density. Because $n\sqrt\nu\propto\sqrt{\rho\mu}$, the properties may be evaluated at any one temperature. With $\mathcal C=1$ the temperature has dropped out of the flow and species equations, so solving them by collocation must return the earlier coefficient. It gives $K=0.39625$, which checks the solver used below for variable $\mathcal C$. If the viscosity rises more slowly than $T$, as in argon, $\rho\mu$ falls with temperature, and the full equations supply the correction.

\section{Silicon from silane in argon}

Take a 150 mm disc at 1300 K turning at 1500 rpm ($\Omega=157.08$ rad/s) in argon at 100 Torr that enters at 300 K with a silane mole fraction of $10^{-3}$. Argon viscosity is taken as roughly $2.3\times10^{-5}$ Pa\,s at the inlet, varying as $T^{0.7}$. At the mean temperature of 800 K the molar density is 2.004 mol/m$^3$ and $\nu=5.71$ cm$^2$/s, so $\sqrt{\nu\Omega}=29.94$ cm/s. With $Sc=1$,
\begin{equation}
k=0.3963\times29.94\ \text{cm/s}=11.9\ \text{cm/s}.
\end{equation}
The silane flux is $0.1186\times2.004\times10^{-3}=2.38\times10^{-4}$ mol\,m$^{-2}$s$^{-1}$. Each mole of silicon, at 2.33 g/cm$^3$, occupies 12.06 cm$^3$, so the film grows at $2.87\times10^{-9}$ m/s, or 172 nm/min ($0.172\ \mu$m/min). Levich's formula would give 269 nm/min for the same settings. The third figure serves only to compare such cases; the rough gas data do not fix the rate so closely.

The main corrections, each computed with the other settings held fixed, are as follows.
\begin{itemize}
\item Variable gas properties, with $Pr=2/3$, lower the growth rate by 3.5\%, to 166 nm/min.
\item Thermal diffusion is uncertain even in sign, since silane is lighter but larger than argon. With an assumed factor of 0.05, taken to drive silane towards the cold gas, it lowers the rate by a further 0.8\%; a factor of the opposite sign would raise the rate by about as much.
\item $Sc=0.9$ instead of 1 raises $K$ by 4.8\%.
\item A finite surface reaction leaves a wall mole fraction $X_s$ fixed by $kn(X-X_s)=k_sn_sX_s$, where $X$ is the inlet value, $n_s$ the molar density at the wall and $k_s$ the sticking probability times $\sqrt{RT/2\pi M}$ for silane. The relative loss is $kn/(kn+k_sn_s)$, or 2.7\% for a rough sticking probability of 0.03.
\end{itemize}
Removal of silicon from the gas causes a wall suction $-H(0)$ of only $2.8\times10^{-4}$.

With the assumed sticking probability, transport through the gas limits the growth. This rests on the assumed value: the loss reaches one half at a probability of about $8\times10^{-4}$, and below that the surface reaction limits growth from intact silane. Argon is chosen as the carrier because it brings $Sc$ close to one: kinetic theory with typical molecular sizes gives about 0.9 for silane in argon. Real reactors break the assumption of an infinite disc in unlimited gas. With properties at the mean temperature, the diffusion thickness is 6\% of the radius. With variable properties it is 9\% in physical height, and the silane fraction reaches 99\% of its inlet value at 13\%. The layer is thinner than the disc radius by about a factor of ten. The effects of the disc's edge and of the chamber walls are not computed here. The Reynolds number $\Omega R^2/\nu$, with $R$ the disc radius, is about 1500 with $\nu$ at the mean temperature and 8200 with $\nu$ at the inlet, both well below the value of about $8\times10^4$ at which stationary spiral vortices begin to grow on an isothermal disc. Travelling disturbances, however, can grow from about $4\times10^3$, which lies between the two estimates. The stability of the heated layer is not computed here. With constant $\rho\mu$ taken at the mean temperature, the disc draws in 12.6 standard litres per minute; with the inlet value it would be 14.6. A supply smaller than the disc's demand cannot sustain the inflow assumed here. The buoyancy number $g(\Delta T/T)/(\Omega\sqrt{\nu\Omega})$, with $\Delta T$ the difference between disc and inlet, is 0.26 if $T$ and $\nu$ are taken at the mean temperature, but 1.6 if they are taken at the inlet. Buoyancy may therefore matter in a finite chamber, and its effect on the rate is not computed here.

Silane may also split in the hot gas. The rate rises steeply with temperature. An assumed average of 100 s$^{-1}$ over the layer would be 0.64 of $\Omega$. The time to diffuse across the layer, its thickness squared divided by $D$, is about $6.4/\Omega$ at $Sc=1$, so the rate times this time is about 4 and much of the silane could split on the way. If the fragments reach the disc and stick, they still deliver their silicon, and the flux changes through their diffusivity. If they form particles, the calculated rate no longer applies. The program contains the input data for the growth-rate calculation.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = F'(0): 0.51023
b = G'(0): -0.61592
c = -H(far): 0.88447
K at Sc=1, quadrature: 0.39625
K at Sc=1, finite differences: 0.39625
K at Sc=1, collocation (rho*mu const): 0.39625
shift of K, L=12 to 20: 9.0e-06
shift of K, L=16 to 20: 2.5e-07
Levich coefficient: 0.62045
K at Sc=1 with parabolic inflow: 0.62045
Levich/true at Sc=1: 1.5658
diffusion thickness 1/phi'(0) at Sc=1: 2.524
true H there: -0.678
parabola -a x^2 there: -3.250
series c1, c2: 0.2980, 0.1451
three-term K at Sc=1: 0.4299
Sc=0.1: K=0.76581, Levich/true=3.7606
Sc=1: K=0.39625, Levich/true=1.5658
Sc=10: K=0.11341, Levich/true=1.1786
Sc=100: K=0.02687, Levich/true=1.0717
Sc=1000: K=0.00602, Levich/true=1.0313
K at Sc=0.001: 0.8831
Levich exceeds bound c below Sc: 0.588
pressure: 100 Torr; rotation: 1500 rpm
Omega: 157.08 rad/s; disc radius: 75 mm
T inlet, film, disc: 300, 800, 1300 K
silane mole fraction: 1.0e-03
rough argon viscosity at inlet: 2.3e-05 Pa s
rough viscosity exponent: 0.7
silicon density: 2.33 g/cm3
film molar density: 2.0044 mol/m3
film nu: 5.707 cm2/s
sqrt(nu Omega): 29.94 cm/s
sqrt(nu/Omega): 1.906 mm
k true: 11.86 cm/s
k Levich: 18.58 cm/s
silane flux: 2.378e-04 mol/(m2 s)
growth rate: 172.0 nm/min
growth rate by Levich: 269.3 nm/min
gas drawn in by disc: 12.6 standard L/min
growth, variable properties: 165.9 nm/min
variable-property shift: -3.5 %
thermal diffusion, factor 0.05: -0.8 %
shift of K for Sc=0.9: 4.8 %
surface-kinetics loss, sticking 0.03: 2.7 %
wall suction -H(0): 2.8e-04
rough gas splitting 100 1/s, over Omega: 0.64
Reynolds number Omega R^2/nu: 1548
diffusion thickness / radius: 0.064
buoyancy number: 0.26
\end{verbatim}
